Orbital Hessians and Real Excitation Energies in Adiabatic Time-Dependent Density Functional Theory

**The question**

When the ethylene molecule is twisted about its carbon-carbon bond, the gap between its highest occupied and lowest empty orbital shrinks. With the hybrid functional used in the example below, an adiabatic linear-response calculation started from the closed-shell determinant then gives a triplet excitation energy that falls, reaches zero, and becomes imaginary. The Tamm-Dancoff approximation gives a real number at the same geometry. An imaginary frequency means that a small disturbance grows exponentially, which suggests that the reference determinant is not at the bottom of its energy surface. The theorem below makes this connection precise.

**Setting and conventions**

Atomic units are used, with ħ = 1, in a finite orbital basis. Indices i, j denote occupied orbitals, a, b empty ones, and p, q, r, s any; σ, τ denote spin. Rotations conserve spin. A determinant is described by its density matrices γσ, with density ρσ(r) = Σ_pq φ_p(r)φ_q(r)γσ_pq. Its energy is

E[γ] = Σσ Tr(hγσ) + E_H[ρ] + E_xc[ρ↑,ρ↓] − (c/2) Σσ Σ_pqrs (pq|rs) γσ_qr γσ_sp.   (1)

Here h contains the kinetic energy and the nuclear attraction, E_H is the Hartree energy, and c is the fraction of exact exchange. The constant nuclear repulsion is omitted. The integral (pq|rs) is the Coulomb interaction between the products φ_pφ_q and φ_rφ_s. For real orbitals it is unchanged by p↔q, by r↔s, and by exchange of the two pairs. Hartree-Fock theory is the case c = 1, E_xc = 0.

The assumptions are these.

1. The reference determinant γ0 has real orbitals and occupations 0 or 1, and it is stationary for E.
2. E_xc is smooth enough near γ0 for a second-order expansion.
3. The response is adiabatic: its kernel f_στ(r,r′) = δ²E_xc/δρσ(r)δρτ(r′) comes from the functional that determined the ground state.

The Fock matrix F is defined by dE = Σσ Tr(Fσdγσ). Differentiating (1) gives

Fσ_pq = h_pq + (v_H)_pq + (v_xc,σ)_pq − c Σ_rs (pr|sq) γσ_rs.   (2)

The exchange factor ½ has disappeared because the exchange energy is quadratic in γ.

A rotation has complex amplitudes κ_ai for each spin, collected in a matrix κ with empty rows and occupied columns. In occupied-empty block order,

K = [[0, −κ†], [κ, 0]],  γ(κ) = e^K γ0 e^(−K),  γ0 = [[1, 0], [0, 0]].

K is anti-Hermitian, so the rotated orbitals stay orthonormal. To first order φ_i becomes φ_i + Σ_a κ_ai φ_a. I write κ = x + iy, with x and y real, and call x a real rotation and y an imaginary one.

The response matrices, labelled by pairs ia with spin σ and jb with spin τ, are

A = δ_ij δ_ab δ_στ (ε_a − ε_i) + (ia|jb) + f_στ(ia,jb) − c δ_στ (ij|ab),
B = (ia|jb) + f_στ(ia,jb) − c δ_στ (ib|ja),   (3)

where f_στ(ia,jb) = ∫∫ φ_iφ_a(r) f_στ(r,r′) φ_jφ_b(r′) dr dr′. Both are real and symmetric. I abbreviate S = A + B and D = A − B.

**Theorem**

(i) For small rotations,

E = E0 + xᵀSx + yᵀDy + terms beyond second order.   (4)

The matrices of second derivatives are therefore 2S for real rotations and 2D for imaginary ones, and the mixed second derivatives vanish.

(ii) If γ0 is a local minimum against all these rotations, every frequency of the linear response is real.

(iii) If S and D are positive definite, no frequency is zero and the linear motion stays bounded.

**Lemma 1: the density matrix to second order**

The exponentials give γ = γ0 + [K,γ0] + ½[K,[K,γ0]] + …. Multiplying the blocks,

γ1 = Kγ0 − γ0K = [[0, κ†], [κ, 0]].

Next, Kγ1 = [[−κ†κ, 0], [0, κκ†]] and γ1K = [[κ†κ, 0], [0, −κκ†]]. Half of their difference is

γ2 = [[−κ†κ, 0], [0, κκ†]].

At second order, population leaves the occupied block and appears in the empty block.

**Proof of (i)**

The first-order energy is Tr(Fγ1) = 2 Re Σ F_ia κ_ai, summed over spin. It vanishes for every κ only if F_ai = 0, which is the stationarity condition. F is real and symmetric at γ0, so real orbitals can be chosen that make it diagonal within each block, with eigenvalues ε.

At second order there are two contributions. The first is F acting on γ2:

Tr(Fγ2) = Σ_a ε_a (κκ†)_aa − Σ_i ε_i (κ†κ)_ii = Σ_ai (ε_a − ε_i)(x_ai² + y_ai²).   (5)

The second is the curvature of E[γ], evaluated with γ1. The density changes by

δρσ = Σ_ai φ_iφ_a (κ_ai + κ*_ai) = 2 Σ_ai φ_iφ_a x_ai.   (6)

An imaginary rotation thus leaves the density unchanged to first order. The Hartree and exchange-correlation terms give one half of the kernel between two density changes. The factor is ½ · 2 · 2 = 2:

2 Σ x_aiσ [(ia|jb) + f_στ(ia,jb)] x_bjτ.   (7)

In the exact-exchange term, each of the two factors γ1 has an empty-occupied part κ and an occupied-empty part κ*. For fixed σ the four combinations in Σ (pq|rs) γ1_qr γ1_sp are

(ja|ib) κ_ai κ_bj,  (ba|ij) κ_ai κ*_bj,  (ji|ab) κ*_ai κ_bj,  (bi|aj) κ*_ai κ*_bj.

By the symmetry of the integrals, the first and last contain (ib|ja) and the middle two contain (ij|ab). Moreover,

κ_aiκ_bj + κ*_aiκ*_bj = 2(x_ai x_bj − y_ai y_bj),
κ_aiκ*_bj + κ*_aiκ_bj = 2(x_ai x_bj + y_ai y_bj).

With the prefactor −c/2, exact exchange contributes

−c Σ { x_ai [(ij|ab) + (ib|ja)] x_bj + y_ai [(ij|ab) − (ib|ja)] y_bj }.   (8)

No product of x with y survives. Adding (5), (7) and (8), the matrix between two x is

δ_ij δ_ab δ_στ (ε_a − ε_i) + 2(ia|jb) + 2f_στ(ia,jb) − c δ_στ [(ij|ab) + (ib|ja)],

which is A + B by (3). The matrix between two y is

D = δ_στ { δ_ij δ_ab (ε_a − ε_i) − c [(ij|ab) − (ib|ja)] },   (9)

which is A − B, because the Hartree and kernel terms cancel in the difference. This proves (4). Differentiating a quadratic form twice supplies the factor 2 in the second derivatives. ∎

*Remark.* For a functional of the density alone, c = 0 and D is the diagonal matrix of orbital gaps. It is positive definite whenever every empty level lies above every occupied level of the same spin. An instability must then come from S. With exact exchange, (9) has to be examined.

**Lemma 2: the equation of motion**

In the adiabatic theory i dγ/dt = [F[γ], γ] for each spin. Without an external field, its linear form around γ0 is

i dγ1/dt = [F0, γ1] + [F1, γ0],

where F1 is the change of F caused by γ1. The ai element of the first commutator is (ε_a − ε_i)κ_ai. That of the second is (F1)_ai, since γ0 is 1 on i and 0 on a. From (2) and (6),

(F1)_ai = Σ_τbj [(ia|jb) + f_στ(ia,jb)](κ_bj + κ*_bj) − c Σ_bj [(ab|ji) κ_bj + (aj|bi) κ*_bj],

where the last sum has spin σ. Here (ab|ji) = (ij|ab) and (aj|bi) = (ib|ja). Comparison with (3) gives

i dκ/dt = Aκ + Bκ*.   (10)

Inserting κ = x + iy, the left side is i dx/dt − dy/dt and the right side is Sx + iDy. Hence

dx/dt = Dy,  dy/dt = −Sx.   (11)

The real rotation behaves as a displacement with stiffness S, and the imaginary rotation as a momentum with inverse mass D. ∎

For motion proportional to e^(−iωt), (11) reads −iωx = Dy and −iωy = −Sx. Multiplying the first equation by −iω and using the second gives −ω²x = −DSx, or

ω²x = DSx.   (12)

For ω ≠ 0 this is equivalent to the usual response equations AX + BY = ωX and BX + AY = −ωY. Their sum and difference are

S(X+Y) = ω(X−Y),  D(X−Y) = ω(X+Y).

Applying D to the first and using the second gives (12) for X + Y. If ω ≠ 0, then X + Y cannot vanish: the first equation would make X − Y vanish too. Conversely, a solution x of (12) with ω ≠ 0 satisfies both equations with X + Y = x and X − Y = Sx/ω. Interchanging X and Y changes the sign of ω, so frequencies come in pairs ±ω. At a positive definite minimum the positive member is the excitation energy.

**Proof of (ii)**

Let γ0 be a local minimum. For a fixed real rotation tx, (4) gives E − E0 = t²xᵀSx plus terms smaller than t². This cannot be negative for small t, so xᵀSx ≥ 0. In the same way yᵀDy ≥ 0.

Let ω ≠ 0 be a frequency, possibly complex, and z ≠ 0 a possibly complex vector with DSz = ω²z. Multiply from the left by z†S:

(Sz)†D(Sz) = ω² z†Sz.   (13)

The left side is real and nonnegative, and so is z†Sz. If z†Sz were zero, positive semidefiniteness of S would give Sz = 0. Then ω²z = DSz = 0, contrary to the choice of ω and z. Division is therefore allowed, and ω² is real and nonnegative. Since ω ≠ 0, it is positive, and ω is real. The remaining possibility, ω = 0, is real as well. ∎

**Proof of (iii)**

If S and D are positive definite, they are invertible. For ω = 0 the response equations would give X + Y = 0 and X − Y = 0, so zero is not a frequency. Along (11), the quadratic energy changes at the rate

d/dt (xᵀSx + yᵀDy) = 2(Dy)ᵀSx − 2(Sx)ᵀDy = 0.

It is therefore constant. It is also at least m(|x|² + |y|²), where m > 0 is the smallest eigenvalue found in S and D, so x and y remain bounded. ∎

**What happens when the minimum is lost**

*Proposition.* If D is positive definite, every ω² is real, and the number of negative ω² equals the number of negative eigenvalues of S.

*Proof.* D has a positive square root, and DS = D^½ M D^(−½) with M = D^½ S D^½. The matrices DS and M thus have the same eigenvalues, which are real because M is symmetric. Since D^½ is invertible, Sylvester's law of inertia gives M and S equally many negative eigenvalues. ∎

Each negative ω² = −Γ² gives a motion growing as e^(Γt) and another decaying as e^(−Γt). There are as many growing modes as negative eigenvalues of S, and along the corresponding eigenvectors a real rotation lowers the energy. In this situation iΓ is not an excitation energy of the molecule. It reports that the response was computed about a saddle point.

Three small models mark the limits of the theorem.

*Real frequencies do not prove a minimum.* Take one pair with A = −1.5 and B = 0.5. Then S = −1 and D = −2, so the energy has a maximum. Yet ω² = (−2)(−1) = 2, and ω = ±1.414 is real.

*Without a definite matrix, frequencies can be complex.* Take S = [[1, 0], [0, −1]] and D = [[0, 1], [1, 0]]. Then DS = [[0, −1], [1, 0]], with eigenvalues ±i, and the four frequencies are ±0.707 ± 0.707i.

*Real frequencies do not ensure bounded linear motion.* For S = 0 and D = 1, both frequencies vanish, but (11) gives constant y and x growing as yt. From x = 0 and y = 1, x reaches 10 at time 10. A minimum whose energy rises more slowly than quadratically along x can have this linear response, which is why (iii) requires positive definite matrices.

**The spin channels of a closed shell**

For a closed-shell reference, take κ↑ = u/√2 and κ↓ = ±u/√2. The plus sign gives singlet rotations, the minus sign triplet rotations without spin flip. If S_same and S_opp are the blocks of S for equal and opposite spins, the quadratic form becomes uᵀ(S_same ± S_opp)u. By (9), D has no opposite-spin block, so it is the same for singlets and triplets.

A minimum among closed-shell determinants, with complex as well as real rotations allowed, makes the singlet matrices positive semidefinite, and singlet frequencies are then real. It does not make S_same − S_opp positive semidefinite, as the example below shows. When D is positive definite, the proposition above shows that the triplet frequencies are all real exactly when S_same − S_opp has no negative eigenvalue, that is, when the energy does not fall at second order under rotations that separate the two spin densities.

**The Tamm-Dancoff approximation**

Dropping B leaves AX = ωX, with

A = ½(S + D).   (14)

A is symmetric, so its eigenvalues are real whether or not the reference is a minimum. A negative direction of S can be hidden by a positive contribution from D.

*Proposition.* If S and D are positive definite, the lowest Tamm-Dancoff energy α is not below the lowest response energy ω₁.

*Proof.* Let u be the normalized eigenvector of A for α. Since ω₁² is the smallest eigenvalue of M, the trial vector D^(−½)u gives

ω₁² ≤ uᵀSu / (uᵀD⁻¹u).

The Cauchy-Schwarz inequality for D^½u and D^(−½)u gives 1 ≤ (uᵀDu)(uᵀD⁻¹u). Therefore

ω₁² ≤ (uᵀSu)(uᵀDu) ≤ [½(uᵀSu + uᵀDu)]² = α²,

where the second step states that a geometric mean does not exceed an arithmetic mean. ∎

Let s and d be the lowest eigenvalues of S and D. As s falls to zero with D positive definite, the trial vector D^(−½)v, with v the normalized lowest eigenvector of S, gives ω₁² ≤ s/(vᵀD⁻¹v), so ω₁ tends to zero. By (14), however, α ≥ ½(s + d), which stays positive. The two methods must therefore separate near the onset of an instability of this kind, in which s vanishes while d stays positive.

**Twisted ethylene**

The example uses a hybrid functional made of one quarter exact exchange (c = 0.25), three quarters Slater exchange and the full Perdew-Wang local-density correlation, and the 6-31G basis. The C-C and C-H lengths are 1.33 and 1.09 Å and the H-C-C angle is 121.5°; only the twist is varied. The 8 occupied and 18 empty orbitals give 144 pairs per spin. The lowest triplet values, in eV, are:

Twist | s | d | response | TDA
0° | 3.05 | 6.23 | 4.38 | 4.70
30° | 2.24 | 5.05 | 3.40 | 3.75
60° | 0.22 | 2.67 | 0.78 | 1.54
75° | −1.04 | 1.32 | 1.185 i | 0.23

At the first three angles both triplet matrices are positive definite, the frequencies are real, and the Tamm-Dancoff energy lies above the response energy. At 60° they already differ by a factor of two in this basis (1.8 with cc-pVDZ). Linear interpolation of s between 60° and 75° puts the onset near 60° + 15° × 0.22/(0.22 + 1.04) ≈ 63°. This is an estimate for this model and fixed geometry. The tabulated values are not converged with respect to the basis. At 60°, cc-pVDZ gives s = 0.28, d = 2.59, response 0.86 and TDA 1.54 eV, and the same interpolation again puts the onset near 63°. At 75°, cc-pVDZ gives s = −0.96, d = 1.26, response 1.12 i and TDA 0.25 eV, and cc-pVTZ gives about −0.91, 1.25, 1.08 i and 0.27 eV. Shifts of about 0.1 eV should thus be expected, while the signs at these two angles do not change. The numbers below refer to 6-31G.

At 75° the lowest eigenvalue of S is negative while D remains positive definite, and the response frequency is imaginary, as the proposition requires. Its size can be checked by hand. With v as above, uᵀD⁻¹u at u = v is at most 1/d, and since s < 0 the lowest ω² is at most sd. Hence

Γ ≥ √(1.04 × 1.32) eV ≈ 1.17 eV,

consistent with the computed 1.185 eV. The Tamm-Dancoff energy is still positive, 0.23 eV, and does not reveal the instability. The lower bound ½(−1.04 + 1.32) = 0.14 eV shows how D outweighs S in the average.

The singlet channel behaves differently. At 75° its lowest eigenvalue of S is 3.92 eV and its lowest response energy is 2.37 eV, which is real (3.63 and 2.23 eV with cc-pVDZ). The determinant is thus stable to second order against singlet rotations but unstable against a triplet one.

The instability can be followed in the energy itself. Let the two spins rotate oppositely along v, with κ↑ = tv/√2 and κ↓ = −tv/√2. At t = 0.1, (4) predicts −1.037 × 0.01 = −0.0104 eV, and the energy of the rotated determinant changes by −0.0102 eV. In steps of 0.1 in t, the lowest energy is 0.21 eV below the reference, at t = 0.7. The quadratic law would give −1.037 × 0.49 = −0.51 eV there, so higher-order terms have become important. This determinant has different up and down densities. It has not been optimized further, so the nearest minimum may lie lower.

The numerical check also compares second differences of the energy with S and D, for random rotations at 0° and 75° and for the lowest triplet rotations at 75°. For rotations of unit norm, the largest deviation is 5 × 10⁻⁸ hartree. Equation (10) is tested separately against the commutator [F,γ].

**Where the proof does not apply**

If the kernel does not belong to the ground-state functional, 2(A + B) is no longer the Hessian, for real rotations, of the energy that was minimized, and (ii) loses its premise. With a frequency-dependent kernel, the matrices in (12) depend on ω, and the argument from two fixed Hessians no longer suffices. With complex reference orbitals, real and imaginary rotations can couple at second order, and the full Hessian must be used in place of S and D. Finally, real frequencies do not by themselves prove a minimum, as the first small model shows, and they say nothing about the accuracy of the resulting excitation energies.

Calculated quantities

```
C-C, C-H lengths (angstrom): 1.33 1.09  H-C-C angle (deg): 121.5
exact-exchange fraction of LDA0: 0.25
occupied, virtual orbitals, pairs per spin: 8 18 144
--- twist 0 deg: ground-state energy -2125.040 eV
HOMO-LUMO gap: 8.274 eV
singlet: lowest eigenvalue of A+B 8.595 eV, of A-B 6.229 eV
singlet: lowest omega 8.357 eV (real), TDA 8.367 eV
triplet: lowest eigenvalue of A+B 3.052 eV, of A-B 6.229 eV
triplet: lowest omega 4.382 eV (real), TDA 4.702 eV
--- twist 30 deg: ground-state energy -2124.540 eV
HOMO-LUMO gap: 7.150 eV
singlet: lowest eigenvalue of A+B 7.577 eV, of A-B 5.050 eV
singlet: lowest omega 6.564 eV (real), TDA 6.948 eV
triplet: lowest eigenvalue of A+B 2.241 eV, of A-B 5.050 eV
triplet: lowest omega 3.403 eV (real), TDA 3.746 eV
--- twist 60 deg: ground-state energy -2123.056 eV
HOMO-LUMO gap: 4.802 eV
singlet: lowest eigenvalue of A+B 5.225 eV, of A-B 2.669 eV
singlet: lowest omega 3.903 eV (real), TDA 4.446 eV
triplet: lowest eigenvalue of A+B 0.221 eV, of A-B 2.669 eV
triplet: lowest omega 0.778 eV (real), TDA 1.543 eV
--- twist 75 deg: ground-state energy -2121.964 eV
HOMO-LUMO gap: 3.457 eV
singlet: lowest eigenvalue of A+B 3.925 eV, of A-B 1.316 eV
singlet: lowest omega 2.374 eV (real), TDA 3.097 eV
triplet: lowest eigenvalue of A+B -1.037 eV, of A-B 1.316 eV
triplet: lowest omega 1.185 eV (imaginary), TDA 0.231 eV
--- lowest triplet rotations at the last twist, energy differences
real rotation: curvature -1.0366 eV, A+B -1.0366 eV
imaginary rotation: curvature 1.3162 eV, A-B 1.3162 eV
energy change at amplitude 0.1: -0.01022 eV, quadratic law -0.01037 eV
lowest energy on the scan: -0.207 eV at amplitude 0.7
largest Hessian test error: 4.9e-08 hartree
largest equation-of-motion test error: 7.5e-08 hartree
--- small matrices, dimensionless
maximum: A+B = -1.0, A-B = -2.0, omega = +-1.4142
both indefinite: A+B = [[1.0, 0.0], [0.0, -1.0]]  A-B = [[0.0, 1.0], [1.0, 0.0]]
  omega = +-0.7071 +- 0.7071 i
semidefinite: A+B = 0.0, A-B = 1.0, x at time 10 from x=0, y=1: 10.0
```
